# Field-accelerated ion hopping and the half-distance barrier rule

## Problem

An ion of charge $+1$ sits in one of a row of equivalent wells in an insulator. Neighbouring wells are 0.5 nm apart, and the energy barrier between them is symmetric. A uniform field of 1 V/nm acts on the ion along the row. The temperature is 300 K.

(a) By how much does the field lower the barrier for a forward hop?

(b) By what factor does the forward hopping rate increase?

(c) How does the forward rate compare with the backward rate in the same field?

(d) Parts (a) and (b) treat the well and the barrier top as fixed points. How much does the answer to (b) change if the landscape is a cosine of height 1 eV?

Here "field" means the field that acts on the ion, averaged along the hop; the numerical output calls it the local field. The algebra is in atomic units, so the elementary charge and $\hbar$ equal 1, and $kT$ is written as an energy. In the numbers, a unit charge moved through 1 nm in a field of 1 V/nm exchanges 1 eV with the field.

## Hints

1. Thermal activation depends on the energy difference between the starting well and the barrier top. How far has the ion moved when it reaches the top?
2. The rate is the thermal flux over the top divided by the population of the well. In a ratio of two rates, whatever the field leaves unchanged cancels.
3. For the backward hop, the ion climbs the same kind of barrier against the field.
4. In a smooth landscape, tilting moves both the minimum and the maximum. Find them from the condition of zero slope.

## Solution

### (a) The barrier lowering

Let $U(x)$ be the energy of the ion without field, with the starting well at $x=0$, the saddle at $x=a/2$ and the next well at $x=a$. A force $F$ in the $+x$ direction adds the energy $-Fx$:

$$V(x)=U(x)-Fx .$$

Let $W=U(a/2)-U(0)$ be the barrier without field. With both points held fixed, the forward barrier is

$$B=V(a/2)-V(0)=W-\frac{Fa}{2}.$$

The half arises because the ion has covered half the hop when it reaches the top. The second half of the journey also releases energy, but that energy does not help the ion to climb. The full amount $Fa$ is the drop from one well to the next.

For the given numbers, the drop between wells is $1\times0.5=0.5$ eV and the barrier lowering is

$$\frac{Fa}{2}=0.25\ \text{eV}\quad(0.009187\ \text{hartree}).$$

### (b) The forward acceleration

Assume that the ion is in thermal equilibrium within its well and that an ion crossing the top does not turn back at once. This is classical transition-state theory, here in one dimension. For an ion of mass $M$, the mean forward velocity, with backward-moving ions counted as zero, is

$$\int_0^\infty v\sqrt{\frac{M}{2\pi kT}}\;e^{-Mv^2/2kT}\,dv
=\sqrt{\frac{M}{2\pi kT}}\,\frac{kT}{M}
=\sqrt{\frac{kT}{2\pi M}} .$$

The probability density at the saddle $x_s$ is its Boltzmann factor divided by the integral over the well. Density times velocity gives the rate:

$$k=\sqrt{\frac{kT}{2\pi M}}\;
\frac{e^{-V(x_s)/kT}}{\int_{\rm well}e^{-V(x)/kT}dx}.$$

On the left, $k$ is the rate; in the product $kT$ it is Boltzmann's constant. Now take the factor $e^{-V(x_w)/kT}$, with $x_w$ the position of the minimum, out of the integral:

$$k=\sqrt{\frac{kT}{2\pi M}}\;\frac{e^{-B/kT}}{L},\qquad
L=\int_{\rm well}e^{-[V(x)-V(x_w)]/kT}dx .$$

The length $L$ measures how widely the ion spreads in the well. If the field leaves $L$ unchanged, the prefactor cancels in the ratio:

$$\frac{k(F)}{k(0)}=\exp\left[\frac{W-(W-Fa/2)}{kT}\right]
=\exp\left(\frac{Fa}{2kT}\right).$$

The barrier height has also cancelled. At 300 K, $kT=0.025852$ eV, so

$$\frac{Fa}{2kT}=\frac{0.25}{0.025852}=9.670,\qquad
\frac{k(F)}{k(0)}=e^{9.670}\approx1.58\times10^4 .$$

The forward rate increases by a factor near 16 000. The field in this result is 1 V/nm, or 10 MV/cm.

### (c) Forward against backward

The saddle on the left of the starting well lies at $x_s-a$. Since $U$ repeats with period $a$,

$$V(x_s-a)=U(x_s)-F(x_s-a)=V(x_s)+Fa .$$

Both hops start from the same well population and have the same thermal velocity factor. Their rates therefore differ by the Boltzmann factor of $Fa$:

$$\frac{k_{\rm f}}{k_{\rm b}}=e^{Fa/kT}=2.5\times10^8 .$$

This is the square of the factor in (b). With fixed points, the field speeds up the forward hop by $1.6\times10^4$ and slows the backward hop by the same factor. The result for the ratio did not require fixed points or a symmetric barrier, as long as the transition-state description holds.

### (d) A smooth landscape

**Direction of the error.** In a smooth landscape the tilted maximum is at least as high as $V$ at the old saddle, and the tilted minimum is at least as low as $V$ at the old well. Subtracting the two gives

$$B(F)\ge W-\frac{Fa}{2}.$$

The fixed-point formula thus gives the largest possible lowering for a symmetric path.

**Why it works in a weak field.** Write $B=V(x_s)-V(x_w)$ and differentiate with respect to $F$. The two points move, but $V$ has zero slope at both, so their motion contributes nothing at first order. What remains is the explicit dependence $-Fx$:

$$\frac{dB}{dF}=-(x_s-x_w).$$

At zero field this is $-a/2$. As $F$ grows, the two points approach each other and the barrier falls more slowly.

**The cosine barrier.** Take

$$U(x)=\frac W2(1-\cos\theta),\qquad \theta=\frac{2\pi x}{a}.$$

The condition $V'(x)=0$ reads

$$\frac{\pi W}{a}\sin\theta-F=0
\quad\Rightarrow\quad
\sin\theta=s,\qquad s=\frac{Fa}{\pi W}.$$

For $s<1$ the minimum is at $\theta_w=\arcsin s$ and the maximum at $\theta_s=\pi-\arcsin s$. Their cosines are $+\sqrt{1-s^2}$ and $-\sqrt{1-s^2}$, so

$$U(x_s)-U(x_w)=\frac W2(\cos\theta_w-\cos\theta_s)=W\sqrt{1-s^2}.$$

Their separation is

$$x_s-x_w=\frac{a}{2\pi}(\pi-2\arcsin s)=\frac a2-\frac a\pi\arcsin s .$$

Subtract the work $F(x_s-x_w)$ and use $Fa/\pi=Ws$:

$$B=W\left[\sqrt{1-s^2}+s\arcsin s\right]-\frac{Fa}{2}.$$

For small $s$, $\sqrt{1-s^2}\approx1-s^2/2$ and $s\arcsin s\approx s^2$. The bracket is then $1+s^2/2$, and

$$B\approx W-\frac{Fa}{2}+\frac{F^2a^2}{2\pi^2W}.$$

The last term is the price of the moving points. It is negligible in the rate when it is much smaller than $kT$, as happens for a sufficiently weak field, short hop or high barrier.

**Numbers.** For $W=1$ eV, $s=0.5/\pi=0.159$. The full formula gives $B=0.7627$ eV, against 0.75 eV with fixed points. The difference of 0.0127 eV is about 5 percent of the lowering, but it enters an exponential:

$$e^{-0.0127/0.02585}\approx0.61 .$$

The prefactor changes too. In a harmonic well of angular frequency $\omega$, $V-V(x_w)=M\omega^2(x-x_w)^2/2$. The Gaussian integral gives $L=\sqrt{2\pi kT/(M\omega^2)}$, and the rate becomes

$$k=\frac{\omega}{2\pi}e^{-B/kT}.$$

For the cosine, $V''=(2\pi^2W/a^2)\cos\theta$, which at the minimum is proportional to $\sqrt{1-s^2}$. Since $\omega\propto\sqrt{V''}$, the field multiplies $\omega$ by $(1-s^2)^{1/4}=0.994$. This is a minor change. The rate integral, evaluated without the harmonic approximation, gives an acceleration of 9630, which is 0.61 times the fixed-point value.

The answer to (d) is therefore about $1\times10^4$ instead of $1.6\times10^4$. As a test of the stiff limit, the barrier was raised to an artificial 50 eV: the logarithm of the acceleration became 9.661, close to the fixed-point exponent 9.670.

## Reading the result for a memory cell

**Waiting times.** The numbers resemble a copper ion, Cu⁺, in the silica layer of a memory cell that switches by growing and dissolving a metal filament. The 1 eV barrier is a rough typical value; the hop length and field are those of the exercise. With a copper mass of 63.5 u, the cosine well has an attempt frequency $\omega/2\pi=1.74\times10^{12}$ s⁻¹. The inverse forward rate is $3.6\times10^4$ s without field, about ten hours, and 3.8 s with field.

These are times for one forward hop. Without field the ion leaves equally often in both directions, so it stays in a well for half the inverse forward rate, about five hours. The lifetime of a filament also depends on how atoms leave the metal, on its shape and on many successive hops. Still, the acceleration limits what the field can do in this model. Suppose a lower barrier made the forward hop take 1 µs in the same field at 300 K. The fixed-point rule would then give about 16 ms without field, which is the upper limit; a cosine barrier of the required height, about 0.59 eV, gives about 7 ms. Fast writing and long retention cannot both come from this one hop and this field alone; a higher local field, heating or another rate-limiting step would be needed.

**Field on the ion.** At a single point, the field on an ion can differ from the average field in the oxide, because the polarized surroundings add to it. In the Lorentz estimate for a highly symmetric site, one removes a sphere around the ion from a medium of polarization $P$. The charge on the cavity wall produces at the centre a field along $P$ of

$$4\pi P\int_0^\pi\frac12\cos^2\theta\sin\theta\,d\theta=\frac{4\pi P}{3}.$$

One cosine comes from the surface charge density, the other from projecting its field onto the axis. With $4\pi P=(\varepsilon-1)F$, the local field is

$$F_{\rm loc}=F\left(1+\frac{\varepsilon-1}{3}\right)=\frac{\varepsilon+2}{3}F .$$

For silica, roughly $\varepsilon=3.9$, and the factor is 1.97. It is tempting to use this factor in the hopping rate. The acceleration would then rise to $1.8\times10^8$ by the fixed-point rule and to $2.6\times10^7$ for the cosine barrier.

For a hop between equivalent wells, that would be wrong. The enhancement belongs to one site and changes along the path. Because the polarization repeats from well to well, its extra field averages to zero over a full hop, and the energy drop is the average field times $a$. If the surroundings are mirror-symmetric about the saddle, half of this drop comes before it. The fixed-point rule therefore takes the average field, without the Lorentz factor. The correction for moving points is different, because each point shifts according to the field it feels. For the cosine, the term $F^2a^2/(2\pi^2W)$ becomes $(F_w^2+F_s^2)a^2/(4\pi^2W)$, with $F_w$ and $F_s$ the fields at the well and at the saddle. In a toy simple cubic lattice of point dipoles with $\varepsilon=3.9$, $F_w=1.97F$ and $F_s\approx0$. The correction then nearly doubles, the acceleration falls from 9630 to about 6200, and the inverse forward rate rises from 3.8 s to about 6 s. The numbers of part (d) hold for a field that is uniform along the path. In a disordered oxide the wells are not equivalent, and single hops can deviate from this.

**Disorder.** In an amorphous oxide, hops differ in length and direction. With the other quantities fixed, changing the hop length by 10 percent moves the fixed-point acceleration to 6.0 × 10³ for the shorter hop and $4.2\times10^4$ for the longer one. For a hop at 30 degrees to the field, the fixed-point lowering is multiplied by $\cos30^\circ$, and the fixed-point acceleration is $4.3\times10^3$. The figure 16 000 thus belongs to one specified hop and is not an average over a film.

**Breakdown.** A breakdown field is also an average field in the oxide, so the two can be compared directly. The 10 MV/cm of this example is the rough breakdown field of silica, and a steady bias held for the several seconds needed per hop may damage the oxide first. The model also omits electronic current, the heat it produces once a filament conducts, and the concentration of the field at a filament tip.

**Tunnelling.** Near its top the cosine barrier is an inverted parabola, with the same curvature magnitude as the zero-field well. Let $y$ be the distance from the top. At an energy $\delta$ below it, the semiclassical tunnelling probability is roughly $e^{-S}$, with

$$S=2\int_{-y_m}^{y_m}\sqrt{2M\delta-M^2\omega^2y^2}\,dy,
\qquad y_m=\frac1\omega\sqrt{\frac{2\delta}{M}} .$$

The integrand traces a half-ellipse of height $\sqrt{2M\delta}$ and half-width $y_m$, whose area is $\pi\delta/\omega$. Hence $S=2\pi\delta/\omega$. For $\delta=kT$, integration through the full cosine barrier gives $S=22.6$. Starting $kT$ lower gains a Boltzmann factor $e^1$ but costs a tunnelling factor $e^{-22.6}$. Copper therefore crosses this barrier essentially by thermal activation at 300 K.

## Variation 1: an asymmetric barrier

**Question.** The wells remain 0.5 nm apart, but the landscape is now

$$U=\frac W2(1-\cos\theta)+0.1\,W\sin\theta(1-\cos\theta).$$

What replaces the half-distance rule?

**Solution.** The slope with respect to $\theta$ vanishes when

$$\frac12\sin\theta+0.1(\cos\theta-\cos2\theta)=0 .$$

Use $\sin\theta=2\sin\frac\theta2\cos\frac\theta2$ and $\cos\theta-\cos2\theta=2\sin\frac{3\theta}2\sin\frac\theta2$. The common factor $2\sin\frac\theta2$ vanishes at the well, $\theta=0$. Dividing it out leaves the saddle condition

$$\sin\frac{3\theta}{2}=-5\cos\frac\theta2 .$$

The solution between the wells is $x_s=0.222$ nm, a little before the midpoint. Since $dB/dF=-(x_s-x_w)$, this distance replaces $a/2$. With fixed points and a fixed prefactor, the forward acceleration is

$$\exp\left(\frac{0.2223}{0.02585}\right)=e^{8.60}\approx5.4\times10^3 .$$

For the backward hop the distance to the saddle is $0.5-0.2223=0.2777$ nm. That rate falls by $e^{10.74}\approx4.6\times10^4$. The product of the two factors is again $2.5\times10^8$, because the energy drop between wells has not changed. Asymmetry redistributes the effect of the field between the two directions. As in part (d), the moving points change both numbers: the full rate integral gives a forward gain of about $3.7\times10^3$ and a backward drop of about $6.8\times10^4$, with the same product. The replacement of $a/2$ by $x_s-x_w$ also assumes a field that is uniform along the path. If the field varies along the hop, the work done between well and saddle takes the place of $F(x_s-x_w)$.

## Variation 2: a warmer device

**Question.** The cell operates at 358 K, with the same hop, field and 1 eV cosine barrier. Does the field accelerate the ion more or less than at 300 K, and does the ion move faster or slower?

**Solution.** The lowering is still 0.25 eV, but $kT$ has grown to $0.025852\times358/300=0.03085$ eV. The fixed-point acceleration is

$$\exp\left(\frac{0.25}{0.03085}\right)\approx3.3\times10^3,$$

about one fifth of its value at 300 K. For the cosine barrier the acceleration falls from 9630 to about $2.2\times10^3$. The field accelerates the ion less.

The ion nevertheless moves faster. Heating at fixed field multiplies the rate by approximately

$$\exp\left[B\left(\frac1{kT_1}-\frac1{kT_2}\right)\right],$$

where $T_1=300$ K and $T_2=358$ K. The bracket is $38.68-32.41=6.27$ eV⁻¹. Without field, $B=1$ eV and the rate rises by a factor of about 530. With field, $B=0.763$ eV and it rises by about 120. The inverse forward rate falls from $3.6\times10^4$ s to about 70 s without field, and from 3.8 s to about 0.03 s with field.

Heating thus helps the zero-field hop more than the field-driven one, because the zero-field barrier is higher. In this model a warmer cell writes faster but loses still more of its retention. The numerical output below lists the fixed-point acceleration at 358 K and the two heating gains.

## Table of computed values

```
hop length: 0.5 nm
local field: 1 V/nm
local field converted: 10 MV/cm
temperature: 300 K
thermal energy kT: 0.025852 eV
energy drop between wells: 0.5 eV
half-distance barrier lowering: 0.25 eV
lowering converted: 0.009187 hartree
exponent: 9.6704
RULE: forward acceleration: 15842
forward/backward ratio: 2.5097e+08
rough zero-field barrier: 1 eV
rigid barrier in field: 0.75 eV
cosine tilt parameter s: 0.15915
cosine barrier in field: 0.76269 eV
cosine barrier lowering: 0.23731 eV
well-frequency factor: 0.99361
cosine forward acceleration: 9630
cosine/rule acceleration: 0.6079
stiff barrier used in limit test: 50 eV
log acceleration, stiff barrier: 9.6606
skewed path well-saddle distance: 0.2223 nm
ion mass: 63.5 u
attempt frequency: 1.743e+12 1/s
zero-field forward rate: 2.749e-05 1/s
cosine forward rate in field: 2.648e-01 1/s
zero-field mean forward wait: 3.637e+04 s
mean forward wait in field: 3.777e+00 s
rough relative permittivity: 3.9
Lorentz local-field factor: 1.967
Lorentz local field: 1.967 V/nm
rule with Lorentz field: 1.818e+08
cosine with Lorentz field: 2.617e+07
rule, hop 30 degrees off field: 4337
rule, hop 10 percent shorter: 6023
rule, hop 10 percent longer: 41667
higher temperature of use: 358 K
rule at higher temperature: 3307
heating gain, zero-field rate: 526.1
heating gain, rate in field: 118.9
ion tunnelling exponent: 22.6
rough breakdown field: 10 MV/cm
field/breakdown field: 1
```
